# Photon emission and absorption rates of an atom in a periodic box, part 2

An atom at the origin is coupled to the radiation field in a cube with periodic walls, of side $L$ and volume $V=L^3$. We want the rates at which it emits and absorbs photons, and to see why they do not depend on the box. SI units are used.

The modes have wave vectors $\mathbf k=2\pi\mathbf m/L$, with $\mathbf m$ a triple of integers and $\mathbf k=0$ dropped, and frequencies $\omega_k=c|\mathbf k|$. Each $\mathbf k$ has two real unit polarization vectors $\mathbf e_{\mathbf k\lambda}$, orthogonal to each other and to $\hat{\mathbf k}=\mathbf k/k$:

$$\sum_{\lambda=1}^2(\mathbf e_{\mathbf k\lambda})_i(\mathbf e_{\mathbf k\lambda})_j=\delta_{ij}-\hat k_i\hat k_j .\tag{2}$$

The operators $a_{\mathbf k\lambda}$ and $a^\dagger_{\mathbf k\lambda}$ remove and add one photon. For one mode $[a,a^\dagger]=1$, and operators of different modes commute. A mode with $n$ photons has energy $\hbar\omega_k(n+\frac12)$.

The Hamiltonian is $H_{\rm at}+H_F+H_{\rm int}$: atom, field and coupling. Two non-degenerate atomic states $|e\rangle$ and $|g\rangle$ have $E_e-E_g=\hbar\omega_0>0$, and $k_0=\omega_0/c$. Their transition dipole is $\mathbf d=q\langle g|\mathbf R|e\rangle$, in general complex, where $q$ is the electron charge and $\mathbf R$ here is the sum of the electron positions. In the dipole approximation, $e^{\pm i\mathbf k\cdot\mathbf r}\to1$ over the atom, the coupling to a mode is

$$g_{\mathbf k\lambda}=\frac{i\omega_0\,\mathbf e_{\mathbf k\lambda}\cdot\mathbf d}{\sqrt{2\varepsilon_0\hbar\omega_kV}},\qquad|g_{\mathbf k\lambda}|^2=\frac{\omega_0^2\,|\mathbf e_{\mathbf k\lambda}\cdot\mathbf d|^2}{2\varepsilon_0\hbar\omega_kV}.\tag{10}$$

With $g$ short for $g_{\mathbf k\lambda}$, and only the occupation that changes shown, the matrix elements for emission and absorption are

$$\langle g,n+1|H_{\rm int}|e,n\rangle=\hbar g\sqrt{n+1},\qquad\langle e,n-1|H_{\rm int}|g,n\rangle=\hbar g^*\sqrt n ,\tag{11}$$

The alternative coupling $-\mathbf d\cdot\mathbf E$, with $\mathbf E$ the electric field, gives the same $|g|^2$ at $\omega_k=\omega_0$, but there $|g|^2$ is proportional to $\omega_k$ instead of $1/\omega_k$.

## 7. First order: the factors $n+1$ and $n$

Let the coupling be $f(t)H_{\rm int}$ with a real switching function $f$. Expand the state in eigenstates of $H_{\rm at}+H_F$ as $\sum_jc_j(t)e^{-iE_jt/\hbar}|j\rangle$. The Schrödinger equation projected on $|f\rangle$, a final state, is $i\hbar\dot c_f=f(t)\sum_j\langle f|H_{\rm int}|j\rangle e^{i(E_f-E_j)t/\hbar}c_j$. To first order the right side is evaluated with $c_j=\delta_{ji}$, which is justified while the total probability of leaving the initial state $i$ is small. Let the field start in a number state with occupations $n_{\mathbf k\lambda}$ and set $\Delta_k=\omega_k-\omega_0$. For emission $E_f-E_i=\hbar\Delta_k$, and for absorption $E_f-E_i=-\hbar\Delta_k$. With

$$F(\Delta)=\int f(t)\,e^{i\Delta t}\,dt,\qquad F(-\Delta)=F(\Delta)^*,$$

the amplitudes are $-ig\sqrt{n+1}\,F(\Delta_k)$ and $-ig^*\sqrt n\,F(\Delta_k)^*$. Final states in which different modes have changed are orthogonal, so probabilities add:

$$P_{\rm em}=\sum_{\mathbf k\lambda}|g_{\mathbf k\lambda}|^2\,(n_{\mathbf k\lambda}+1)\,|F(\Delta_k)|^2,\qquad P_{\rm abs}=\sum_{\mathbf k\lambda}|g_{\mathbf k\lambda}|^2\,n_{\mathbf k\lambda}\,|F(\Delta_k)|^2 .\tag{12}$$

For a statistical mixture of number states the probabilities are averaged, and $n_{\mathbf k\lambda}$ becomes the mean occupation. The term with $n$ in $P_{\rm em}$ is stimulated emission: the photon is added to a mode already occupied, with the same $\mathbf k$ and $\lambda$. The term with 1 is spontaneous emission.

For a general field state, label modes by $\mu$. The first-order state after emission is $-i\sum_\mu g_\mu F_\mu a^\dagger_\mu$ acting on the initial field state, and after absorption it is $-i\sum_\mu g^*_\mu F^*_\mu a_\mu$. The squared norms are $\sum_{\mu\nu}g_\mu F_\mu g^*_\nu F^*_\nu\langle a_\nu a^\dagger_\mu\rangle$ and $\sum_{\mu\nu}g_\mu F_\mu g^*_\nu F^*_\nu\langle a^\dagger_\mu a_\nu\rangle$. Since $a_\nu a_\mu^\dagger=a^\dagger_\mu a_\nu+\delta_{\mu\nu}$, the difference $P_{\rm em}-P_{\rm abs}=\sum_\mu|g_\mu F_\mu|^2$ holds for every field state, as long as only these terms of $H_{\rm int}$ are kept. The separate forms (12) need $\langle a^\dagger_\mu a_\nu\rangle=0$ for $\mu\ne\nu$. This fails for a coherent pulse, where the phases between modes decide when and where the light arrives.

Spontaneous emission cannot be read as emission stimulated by a classical zero-point field. The zero-point energy corresponds to $n+\frac12$, while the rates go as $(n+\frac12)+\frac12$ and $(n+\frac12)-\frac12$. A classical field of strength $\frac12$ per mode would give half the spontaneous rate and would excite the ground state, whereas $a|0\rangle=0$ forbids that.

For sudden switching, $f=1$ on $(0,t)$ and zero elsewhere, $F=(e^{i\Delta t}-1)/i\Delta=e^{i\Delta t/2}\,2\sin(\Delta t/2)/\Delta$, so

$$|F|^2=K_t(\Delta)=\frac{4\sin^2(\Delta t/2)}{\Delta^2}.$$

$H_{\rm int}$ also contains the counter-rotating processes, $g\to e$ with creation of a photon and $e\to g$ with destruction of one. Their kernel has $\omega_k+\omega_0$ in place of $\Delta$, is bounded by $4/(\omega_k+\omega_0)^2$ and does not grow with time.

The single-mode content of (12) was tested without perturbation theory. The Hamiltonian of a two-level atom and one oscillator, with counter-rotating terms kept, was diagonalized numerically for $\omega=1$, $\omega_0=1.05$, $g=10^{-4}$ (with $\hbar=1$) and propagated to $t=20$, where $g^2K_t=3.677582\times10^{-6}$. In this unit the emission probabilities from $n=0,\dots,5$ were 1.0000, 2.0000, 3.0000, 4.0000, 5.0000, 5.9999, and the absorption probabilities from $n=1,\dots,5$ were 1.0000 to 5.0000 in unit steps. The last emission value falls short of 6 in the fifth figure because of the next order. Expanding the resonant result $\sin^2(|g|\sqrt{n+1}\,t)$ of part 8, which neglects the small detuning, gives a relative deficit $(n+1)g^2t^2/3$. For $n=5$ this is $8\times10^{-6}$, or $4.8\times10^{-5}$ in the value 6. That is nearly the whole deficit. The detuning and the counter-rotating terms add the little that carries it past the rounding limit of $5\times10^{-5}$.

## 8. One mode has no rate

At $\Delta=0$, $K_t=t^2$, so a single resonant mode gives $P=|g|^2(n+1)t^2$, which is not proportional to $t$. Keeping only the two states $|e,n\rangle$ and $|g,n+1\rangle$, the amplitude equations at resonance are $i\dot c_g=g\sqrt{n+1}\,c_e$ and $i\dot c_e=g^*\sqrt{n+1}\,c_g$. Differentiating once gives $\ddot c_e=-|g|^2(n+1)c_e$, so $|c_g|^2=\sin^2(|g|\sqrt{n+1}\,t)$. The photon is emitted and reabsorbed, at a Rabi frequency that scales as $\sqrt{n+1}$ and depends on $V$. In the closed box a rate comes from a sum over modes whose detunings cover the peak of the kernel.

The area of the kernel follows from $\int e^{i\Delta(s-s')}d\Delta=2\pi\delta(s-s')$:

$$\int_{-\infty}^\infty|F(\Delta)|^2d\Delta=\iint f(s)f(s')\,2\pi\delta(s-s')\,ds\,ds'=2\pi T,\qquad T=\int f^2dt .$$

$T$ is the effective interaction time, equal to $t$ for sudden switching. Define $\delta_T(\Delta)=|F(\Delta)|^2/2\pi T$, a non-negative function of unit area and width of order $1/T$, and define the rates as $W=P/T$. Then (12) becomes

$$W_{\rm em}=2\pi\sum_{\mathbf k\lambda}|g_{\mathbf k\lambda}|^2(n_{\mathbf k\lambda}+1)\,\delta_T(\omega_k-\omega_0),\tag{13}$$

and $W_{\rm abs}$ is the same with $n$. This is Fermi's golden rule with the delta function left at finite width. The width cannot be sent to zero at fixed $L$, since the sum would then be a set of spikes.

How fast $\delta_T$ acts as a delta function depends on the switching. For the sudden case, write $K_t=\int_0^t\!\int_0^te^{i\Delta(s_1-s_2)}ds_1ds_2$. The points of the square with $s_1-s_2$ in an interval $ds$ have area $(t-|s|)ds$, so

$$K_t(\Delta)=\int_{-t}^t(t-|s|)\,e^{i\Delta s}\,ds .\tag{14}$$

Apply it to the test function $e^{-\Delta^2}$, whose value at zero is 1. With $\int e^{-\Delta^2}e^{i\Delta s}d\Delta=\sqrt\pi e^{-s^2/4}$, $\int_{-t}^te^{-s^2/4}ds=2\sqrt\pi\,\mathrm{erf}(t/2)$ and $\int_{-t}^t|s|e^{-s^2/4}ds=4(1-e^{-t^2/4})$,

$$\int e^{-\Delta^2}\frac{K_t(\Delta)}{2\pi t}\,d\Delta=\mathrm{erf}(t/2)-\frac{2\,(1-e^{-t^2/4})}{\sqrt\pi\,t}\;\to\;1-\frac{2}{\sqrt\pi\,t}.$$

Direct quadrature of the left side gave 0.988716 at $t=100$ and 0.998872 at $t=1000$, as this formula requires. The error falls only as $1/t$, because $K_t$ has tails that average to $2/\Delta^2$.

Gaussian switching has no such tails. For $f=e^{-t^2/2\tau^2}$ the same Gaussian integral gives $F=\sqrt{2\pi}\,\tau e^{-\Delta^2\tau^2/2}$ and $T=\int e^{-t^2/\tau^2}dt=\sqrt\pi\,\tau$, so

$$\delta_T(\Delta)=\frac{2\pi\tau^2e^{-\Delta^2\tau^2}}{2\pi\sqrt\pi\,\tau}=\frac{\tau}{\sqrt\pi}\,e^{-\Delta^2\tau^2}.\tag{15}$$

The counter-rotating terms then carry $e^{-(\omega_k+\omega_0)^2\tau^2}<e^{-\omega_0^2\tau^2}$.

## 9. Density of modes

Neighbouring $\mathbf k$ points are $2\pi/L$ apart along each axis, so each occupies a volume $(2\pi)^3/V$ of $\mathbf k$ space. For a function $G$ that varies little from point to point,

$$\sum_{\mathbf k}G(\mathbf k)\to\frac{V}{(2\pi)^3}\int d^3k\,G=\frac{V}{(2\pi c)^3}\int_0^\infty\omega^2d\omega\int d\Omega\;G ,\tag{16}$$

using $k=\omega/c$. With two polarizations and the full solid angle, the number of modes per unit angular frequency is

$$\rho(\omega)=2\cdot4\pi\cdot\frac{V\omega^2}{8\pi^3c^3}=\frac{V\omega^2}{\pi^2c^3}.\tag{17}$$

The number of modes with $|\mathbf m|<R_m$ should then be $2\cdot\frac43\pi R_m^3$. For $R_m=60.5$ a direct count gave 1856320 modes against 1855174 from the formula. The excess of 1146, or 6 parts in $10^4$, comes from the lattice points near the sharp surface of the sphere. The density per unit ordinary frequency $\nu=\omega/2\pi$ is $2\pi\rho$. A box with reflecting walls has spacing $\pi/L$ but only positive components, and $\frac18(L/\pi)^3=(L/2\pi)^3$ gives the same density.

The exact form of (16) is the Poisson summation formula. In one dimension $S(u)=\sum_mG(2\pi(m+u)/L)$ has period 1 in $u$. Its Fourier coefficients are $\int_0^1S(u)e^{-2\pi i\ell u}du=\int_{-\infty}^\infty G(2\pi u/L)e^{-2\pi i\ell u}du$, because the sum over $m$ joins the unit intervals into the whole line and the exponential has period 1. With $k=2\pi u/L$ this is $(L/2\pi)\int G(k)e^{-ik\ell L}dk$. The sum wanted is $S(0)$, the sum of all coefficients. In three dimensions,

$$\sum_{\mathbf k}G(\mathbf k)=\frac{V}{(2\pi)^3}\sum_{\mathbf R}\int d^3k\;G(\mathbf k)\,e^{-i\mathbf k\cdot\mathbf R},\tag{18}$$

with $\mathbf R=L\boldsymbol\ell$ and $\boldsymbol\ell$ a triple of integers. The term $\mathbf R=0$ is (16). The other $\mathbf R$ are the positions of the periodic images of the atom.

## 10. The volume cancels

Keep the term $\mathbf R=0$. This requires that the occupation be a smooth function $n_\lambda(\hat{\mathbf k},\omega)$ over the lattice. Insert (10) and (16) in (13), with $\mathbf d=|\mathbf d|\hat{\mathbf d}$:

$$W_{\rm em}=2\pi\,\frac{V}{8\pi^3c^3}\,\frac{\omega_0^2|\mathbf d|^2}{2\varepsilon_0\hbar V}\int_0^\infty\omega\,\delta_T(\omega-\omega_0)\,d\omega\int d\Omega\sum_\lambda|\mathbf e_\lambda\cdot\hat{\mathbf d}|^2\,(n_\lambda+1).$$

The $V$ from the number of modes cancels the $1/V$ from the squared field of each mode, before any integral is done. The factor $\omega$ is $\omega^2$ from the density divided by $\omega_k$ from the coupling. If $\delta_T$ is narrow compared with $\omega_0$ and with the scale on which $n$ varies, the frequency integral sets $\omega=\omega_0$:

$$W_{\rm em}=\frac{\omega_0^3|\mathbf d|^2}{8\pi^2\varepsilon_0\hbar c^3}\int d\Omega\sum_\lambda|\mathbf e_\lambda\cdot\hat{\mathbf d}|^2\left[n_\lambda(\hat{\mathbf k},\omega_0)+1\right].\tag{19}$$

For the spontaneous part, (2) gives $\sum_\lambda|\mathbf e_\lambda\cdot\hat{\mathbf d}|^2=\sum_{ij}\hat d_i^*\hat d_j(\delta_{ij}-\hat k_i\hat k_j)=1-|\hat{\mathbf k}\cdot\hat{\mathbf d}|^2$. The integral $\int\hat k_i\hat k_j\,d\Omega$ vanishes for $i\ne j$ because the integrand is odd under reflection of one axis. The three diagonal integrals are equal and sum to $4\pi$, so each is $4\pi/3$. Thus

$$\int d\Omega\left(1-|\hat{\mathbf k}\cdot\hat{\mathbf d}|^2\right)=4\pi-\frac{4\pi}3=\frac{8\pi}{3}$$

for any real or complex $\hat{\mathbf d}$. Numerical quadrature with explicit polarization vectors gave 8.37758041, equal to $8\pi/3$, for a real and for a complex dipole. The result is

$$W_{\rm em}=A\,(1+\bar n),\qquad W_{\rm abs}=A\,\bar n,\qquad A=\frac{\omega_0^3|\mathbf d|^2}{3\pi\varepsilon_0\hbar c^3},\tag{20}$$

$$\bar n=\frac{3}{8\pi}\int d\Omega\sum_\lambda|\mathbf e_\lambda\cdot\hat{\mathbf d}|^2\,n_\lambda(\hat{\mathbf k},\omega_0).\tag{21}$$

The $n$ in the total rates is therefore an occupation per mode, at resonance, averaged with the radiation pattern of the dipole. It is not the number of photons in the box. If all modes have the same $n$, then $\bar n=n$.

The constant $A$ can be written as a product that displays the cancellation. The average of $|\mathbf e\cdot\hat{\mathbf d}|^2$ over directions and the two polarizations is $(8\pi/3)/(2\cdot4\pi)=\frac13$, so the mean resonant coupling is $\langle g^2\rangle=\omega_0|\mathbf d|^2/6\varepsilon_0\hbar V$, and

$$2\pi\rho(\omega_0)\langle g^2\rangle=2\pi\cdot\frac{V\omega_0^2}{\pi^2c^3}\cdot\frac{\omega_0|\mathbf d|^2}{6\varepsilon_0\hbar V}=A .$$

The quality of the step $\omega\to\omega_0$ can be stated. For the Gaussian (15) and $n$ independent of frequency, the integrand is linear in $\omega$. Extending the lower limit to $-\infty$ costs a term of order $e^{-\omega_0^2\tau^2}$, and then $\int\omega\,\delta_Td\omega=\omega_0$ exactly, since $\delta_T$ is even in $\Delta$. This exactness belongs to the coupling (10). With $-\mathbf d\cdot\mathbf E$ the integrand is $\omega^3$, and since the mean of $\Delta^2$ over (15) is $1/2\tau^2$, $\int\omega^3\delta_Td\omega=\omega_0^3(1+3/2\omega_0^2\tau^2)$, which is 4% above $\omega_0^3$ at the value $\omega_0\tau=6$ used in part 12. The close agreement found there tests the sum over modes, not the narrowness of $\delta_T$. For sudden switching the tail $2/\Delta^2$ multiplies $\omega$. By the formula above (19), $P=(A/2\pi\omega_0)\int\omega K_t\,d\omega$ for the vacuum, and the tail adds about $(A/\pi\omega_0)\int d\omega/\omega$. This diverges logarithmically in the dipole approximation and is cut off where that approximation ends, at $k$ of order the inverse atomic size. The added probability is $A/\omega_0$ times a modest logarithm and does not grow with $t$. It is negligible against $At$ once $\omega_0t\gg1$.

## 11. What the images add

For spontaneous emission the terms $\mathbf R\ne0$ can be evaluated. In the lattice sum (13) the factor $1-|\hat{\mathbf k}\cdot\hat{\mathbf d}|^2$ multiplies a function of $|\mathbf k|$ only. The lattice is symmetric under reflections and permutations of the axes, so the argument used for the angular integral applies to the sum, and the factor can be replaced by $\frac23$. Then $G$ in (18) is isotropic, and $\int d\Omega\,e^{-i\mathbf k\cdot\mathbf R}=2\pi\int_{-1}^1e^{-ikR\mu}d\mu=4\pi\sin(kR)/kR$. Relative to the term $\mathbf R=0$, whose radial integral is $\omega_0$, an image contributes

$$\frac1{\omega_0}\int\omega\,\delta_T(\omega-\omega_0)\,\frac{\sin(\omega R/c)}{\omega R/c}\,d\omega=\frac{c}{\omega_0R}\,\mathrm{Im}\left[e^{i\omega_0R/c}\int\delta_T(\Delta)\,e^{i\Delta R/c}\,d\Delta\right],$$

with the range again extended to all $\Delta$. For the Gaussian the inner integral is $e^{-R^2/4c^2\tau^2}$, and

$$\frac{W_{\rm sp}}{A}=1+\sum_{\mathbf R\neq0}\frac{\sin k_0R}{k_0R}\;e^{-R^2/4c^2\tau^2}.\tag{22}$$

For sudden switching, (14) shows that the inner integral is $1-R/ct$ for $R<ct$ and zero for $R>ct$. The extension to negative frequencies is not exponentially cheap here: with $K_t\le4/\Delta^2$ it changes the probability by at most $(A/2\pi\omega_0)(c/R)(4/\omega_0)=2A/\pi\omega_0k_0R$ per image, which does not grow with $t$. At large $R$ these pieces fall only as $1/R^2$, so their sum over all images diverges. The divergence is the term $\mathbf k=0$ of (18), where $G\propto1/k$, and that point is dropped from the mode sum. What is left is finite and small: for $k_0L=30$, with a smooth cutoff at $5\omega_0$, it is below $0.01A/\omega_0$ at $ct=0.3L$, $0.55L$ and $0.9L$, where the probability itself is between $8A/\omega_0$ and $26A/\omega_0$. Apart from this, the images contribute nothing until $ct=L$, the moment at which light emitted by the atom has crossed the box and returned to it. Before that time the box reproduces free space. After it each image adds a term of either sign whose relative size, averaged over the images related by the symmetry of the cube, is at most $1/k_0R$ (a single image perpendicular to the dipole reaches about $3/2k_0R$), so for sudden switching keeping $ct$ below $L$ is sufficient, though for very large $k_0L$ not necessary. Gaussian switching has no sharp end, and by (22) the image terms are exponentially small only when $cT$ is several times smaller than $L$. For large $k_0L$ the factor $1/k_0R$ keeps them small even without this: at $k_0L=600$ and $cT=L$ the ratio $W_{\rm sp}/A$ is 1.001. Sufficient conditions for (20) are thus

$$\frac1{\omega_0}\ll T\ll\frac1W,\qquad cT\ll L,$$

together with smoothness of $n$ over the lattice and across $\delta_T$, its tails included. The upper bound $1/W$ keeps $P=WT$ small, as first order requires. The window exists because $A/\omega_0$ is small.

For interaction times long against $1/\omega_0$ but short against $1/W$ and $L/c$, and for smooth occupations, the rates are $A(1+\bar n)$ and $A\bar n$ whatever the volume, and (22) gives the image corrections to spontaneous emission for Gaussian switching. It remains to test this in a worked example, to connect it with beams, the Einstein coefficients and thermal light, and to say where it fails.

Numbers in the example were calculated in double precision.
